\section*{Intra-shell two-electron spin-orbit and spin-spin interactions in Marvin integrals}

\section{A shell with spherical partners}

Take $n$ electrons in a shell $l^n$, all with the real radial function $P(r)$, normalized by $\int P^2dr=1$. Hartree atomic units are used, with $\alpha$ the fine-structure constant. The two-electron spin-orbit operator of the Breit--Pauli Hamiltonian is
\begin{equation}
H_{\rm so2}=\frac{\alpha^2}{2}\sum_{i\ne j}\Big[\nabla_i\frac1{r_{ij}}\times\mathbf p_i\Big]\cdot\mathbf v_{ij},\qquad \mathbf v_{ij}=\mathbf s_i+2\mathbf s_j .
\label{so}
\end{equation}
The term with $\mathbf s_i$ is the spin-same-orbit part: electron $i$ moves in the electric field of $j$. The term with $2\mathbf s_j$ is the spin-other-orbit part: the spin moment of $j$ sits in the magnetic field made by the orbital motion of $i$.

Suppose first that each partner acts through its spherical average, so that $1/r_{12}$ becomes $1/r_>$. For $r_1<r_2$ this has no gradient with respect to $\mathbf r_1$. For $r_1>r_2$ the gradient is $-\mathbf r_1/r_1^3$, and
\begin{equation}
\nabla_1\frac1{r_>}\times\mathbf p_1=-\frac{\mathbf l_1}{r_1^3}\qquad(r_1>r_2).
\end{equation}
The radial average is a Marvin integral. With the convention
\begin{equation}
M^k=\frac{\alpha^2}{8}\int_0^\infty\!\!\int_0^\infty P^2(r_1)P^2(r_2)\frac{r_<^k}{r_>^{k+3}}\,dr_1dr_2 ,
\label{M}
\end{equation}
the two regions $r_1>r_2$ and $r_1<r_2$ contribute equally, so either one alone gives $\int\!\!\int=4M^k/\alpha^2$. The prefactor is then $(\alpha^2/2)(4/\alpha^2)=2$, and
\begin{align}
H^{(0)}&=-2M^0\sum_{i\ne j}\mathbf l_i\cdot(\mathbf s_i+2\mathbf s_j)\notag\\
&=-2M^0\big[(n-1)\Lambda+2(\mathbf L\cdot\mathbf S-\Lambda)\big]\notag\\
&=-2M^0\big[(n-3)\Lambda+2\,\mathbf L\cdot\mathbf S\big],\qquad \Lambda=\sum_i\mathbf l_i\cdot\mathbf s_i .
\label{mono}
\end{align}

The ordinary spin-orbit operator is $\zeta\Lambda$. Within one term $\Lambda=g\,\mathbf L\cdot\mathbf S$, where $g$ depends on the term. If $g\neq0$, dividing the coefficient of $\mathbf L\cdot\mathbf S$ by $g$ defines an effective constant,
\begin{equation}
\zeta_{\rm eff}^{(0)}=\zeta-2M^0\Big[(n-3)+\frac2g\Big].
\label{monoshift}
\end{equation}
The part proportional to $\Lambda$ could be absorbed in one constant for the whole shell. The part proportional to $\mathbf L\cdot\mathbf S$ cannot, as soon as $g$ differs between terms.

For the triplets of $l^2$ this case gives no term dependence. The difference $\mathbf s_1-\mathbf s_2$ is odd under exchange of the spins and has no elements between triplet states, so $\mathbf s_1=\mathbf s_2=\mathbf S/2$ there, $g=\tfrac12$, and the shift is $-6M^0$ for every $L$. Any difference between these triplets must come from the non-spherical part of the interaction.

\section{The non-spherical part of the spin-orbit operator}

Write $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and expand
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\,C^k(1)\cdot C^k(2).
\end{equation}
Parity allows only even $k$ inside the shell. For each $k$, the vector $\nabla_1g\times\mathbf p_1$, with $g$ the part that depends on $\mathbf r_1$, is coupled with the index of $C^k(1)$ to a total rank $K=k-1$, $k$ or $k+1$.

\textbf{Rank $K=k+1$.} The highest component fixes the tensor. It is found with a null vector, $\mathbf n\cdot\mathbf n=0$, for which $(\mathbf n\cdot\mathbf r)^k\propto r^kC^k_k$. Inside, $r_1<r_2$,
\begin{equation}
\mathbf n\cdot\big[\nabla(\mathbf n\cdot\mathbf r)^k\times\mathbf p\big]=k(\mathbf n\cdot\mathbf r)^{k-1}\,\mathbf n\cdot(\mathbf n\times\mathbf p)=0 .
\end{equation}
Outside, $g=(\mathbf n\cdot\mathbf r)^kr^{-2k-1}$. The gradient of the first factor again gives zero, and that of the second gives
\begin{equation}
-(2k+1)\,r^{-2k-3}(\mathbf n\cdot\mathbf r)^k\,\mathbf n\cdot\mathbf l
\ \longrightarrow\ -(2k+1)\,r_1^{-k-3}[C^k\,l]^{k+1}.
\end{equation}

\textbf{Rank $K=k-1$.} Use the Cartesian form $\partial_a\partial_b\cdots(1/r)\propto r^{-k-1}C^k$, with $k$ derivatives. Coupling to rank $k-1$ contracts the vector index with one tensor index. Outside, the result contains $\epsilon_{abc}\partial_b\partial_a=0$. Inside, $g=r^{2k+1}\partial_a\cdots(1/r)$, and only the gradient of $r^{2k+1}$ survives:
\begin{equation}
(2k+1)r^{2k-1}\epsilon_{abc}r_bp_c\,\partial_a\cdots\frac1r
\ \longrightarrow\ +(2k+1)\,r_1^{k-2}[C^k\,l]^{k-1}.
\end{equation}

\textbf{Rank $K=k$.} The Cartesian components of $\nabla g\times\mathbf p$ are Hermitian and odd under time reversal. Between states of one shell, a Hermitian symmetric traceless tensor of rank $k$ is a real multiple of the symmetrized product of $k$ factors $\mathbf l$, which is even under time reversal for even $k$. The multiple is therefore zero. This step needs the common real radial function.

The radial factors, including that of electron 2, are $r_2^k/r_1^{k+3}$ for $K=k+1$ and $r_1^{k-2}/r_2^{k+1}$ for $K=k-1$. They give $4M^k/\alpha^2$ and $4M^{k-2}/\alpha^2$. In both cases the order is $K-1$. Recoupling the scalar product with the spin vector brings the phase $(-1)^{k+1-K}=+1$ for $K=k\pm1$, hence
\begin{align}
H_{\rm so2}=2\sum_{i\ne j}\sum_k(2k+1)\Big\{&-M^k[C^k_il_i]^{k+1}\cdot[C^k_jv_{ij}]^{k+1}\notag\\
&+M^{k-2}[C^k_il_i]^{k-1}\cdot[C^k_jv_{ij}]^{k-1}\Big\},
\label{raw}
\end{align}
where the second line starts at $k=2$.

\section{Reduced elements in the shell}

Let $u^k$ be the unit tensor, $\langle l\|u^k\|l\rangle=1$, in the convention $\langle lm|T^k_q|lm'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix}\langle l\|T^k\|l\rangle$. In the shell $C^k=c_ku^k$ with
\begin{equation}
c_k=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.
\end{equation}
The element $f_{k\to K}=\langle l\|[u^kl]^K\|l\rangle$ is needed. The highest component is $u^k_k=\nu_k(l_{+1})^k$ with $\nu_k>0$ and $l_{+1}=-l_+/\sqrt2$. Since $[u^kl]^{k+1}_{k+1}=u^k_kl_{+1}$, one has $f_{k\to k+1}=\nu_k/\nu_{k+1}$. The normalization ${\rm Tr}|u^k_k|^2=1/(2k+1)$ and the sum
\begin{equation}
N_k={\rm Tr}(l_-^kl_+^k)=(k!)^2\sum_m\binom{l-m}{k}\binom{l+m+k}{k}=(k!)^2\binom{2l+k+1}{2k+1}
\end{equation}
give $\nu_k^2=2^k/[(2k+1)N_k]$. Therefore
\begin{align}
f_{k\to k+1}^2&=\frac{2k+3}{2(2k+1)}\frac{N_{k+1}}{N_k}
=\frac{2k+3}{2(2k+1)}\,\frac{(k+1)^2(2l+k+2)(2l-k)}{(2k+3)(2k+2)}\notag\\
&=\frac{(k+1)(2l-k)(2l+k+2)}{4(2k+1)} .
\end{align}
For the downward step, the general expression
$f_{k\to K}=(-1)^{K+2l}\sqrt{2K+1}\begin{Bmatrix}k&1&K\\l&l&l\end{Bmatrix}\langle l\|l\|l\rangle$
has a $6j$ symbol symmetric in $k$ and $K$. Thus
\begin{equation}
f_{k\to k-1}=-\sqrt{\frac{2k-1}{2k+1}}\,f_{k-1\to k}=-\frac12\sqrt{\frac{k(2l-k+1)(2l+k+1)}{2k+1}} .
\end{equation}
This minus sign makes both lines of (\ref{raw}) negative. With $p=\max(k,K)$ and $R_p=\sqrt{p(2l-p+1)(2l+p+1)}$, the factor is $2(2k+1)\cdot R_p/(2\sqrt{2k+1})=\sqrt{2k+1}\,R_p$ in each.

Finally, $u_i^K\cdot[u_j^kv]^K=\sqrt{(2K+1)/3}\,[u_i^Ku_j^k]^1\cdot v$. To see this, write the left side as $(-1)^K\sqrt{2K+1}$ times a coupling to rank zero. Changing the coupling order costs a factor 1, and $[[u^Ku^k]^1v]^0=-[u^Ku^k]^1\cdot v/\sqrt3$, with $K$ odd. The result is
\begin{equation}
H_{\rm so2}=-\sum_{i\ne j}\sum_{K\,\rm odd}M^{K-1}\!\!\sum_{k=K\pm1}\!c_k^2\sqrt{\frac{(2k+1)(2K+1)}{3}}\,R_p\,[u_i^Ku_j^k]^1\cdot\mathbf v_{ij}.
\label{final}
\end{equation}
Since $R_{2l+1}=0$, the highest order is $M^{2l-2}$. For $k=0$, $K=1$ one has $c_0^2=2l+1$, $R_1=2\sqrt{l(l+1)}$, $u^0=1/\sqrt{2l+1}$ and $u^1=\mathbf l/\sqrt{l(l+1)(2l+1)}$. The product is $-2M^0\,\mathbf l_i\cdot\mathbf v_{ij}$, which is (\ref{mono}) again. Note that $M^0$ also multiplies the non-spherical piece $k=2$, $K=1$.

\section{The spin-spin operator}

With electron $g$-factor 2,
\begin{align}
H_{\rm ss}&=\alpha^2\sum_{i<j}\Big[\frac{\mathbf s_i\cdot\mathbf s_j}{r_{ij}^3}-\frac{3(\mathbf s_i\cdot\mathbf r_{ij})(\mathbf s_j\cdot\mathbf r_{ij})}{r_{ij}^5}\Big]\notag\\
&=-\sqrt6\,\alpha^2\sum_{i<j}[s_is_j]^2\cdot\frac{C^2(\hat r_{ij})}{r_{ij}^3}.
\end{align}
The factor is checked with $\mathbf r_{ij}$ along $z$, where $C^2_0=1$ and $[s_is_j]^2_0=(3s_{iz}s_{jz}-\mathbf s_i\cdot\mathbf s_j)/\sqrt6$.

For $r_1>r_2$ the function $C^2(\hat r_{12})/r_{12}^3$ is harmonic in both positions and regular at $r_2=0$. A term with $r_2^kC^k(2)$ must carry $r_1^{-k-3}$ by homogeneity, hence $C^{k+2}(1)$:
\begin{equation}
\frac{C^2(\hat r_{12})}{r_{12}^3}=\sum_kb_k\frac{r_2^k}{r_1^{k+3}}[C^k(2)C^{k+2}(1)]^2 .
\end{equation}
Put both electrons on the $z$ axis. The left side is $(r_1-r_2)^{-3}=\sum_k\tfrac12(k+1)(k+2)r_2^k/r_1^{k+3}$. For even $k$ the Clebsch--Gordan coefficient on the right is positive, with square $15(k+1)(k+2)/[2(2k+1)(2k+3)(2k+5)]$. Dividing,
\begin{equation}
b_k^2=\frac{(k+1)(k+2)(2k+1)(2k+3)(2k+5)}{30}=\frac{(2k+5)!}{5!\,(2k)!}.
\end{equation}
The two radial regions turn the sum over pairs into one over ordered pairs, each with $4M^k/\alpha^2$:
\begin{equation}
H_{\rm ss}=-4\sqrt6\sum_{i\ne j}\sum_{k\,\rm even}M^kb_kc_kc_{k+2}\,[s_is_j]^2\cdot[u_j^ku_i^{k+2}]^2 .
\label{ss}
\end{equation}
The contact term proportional to $\mathbf s_i\cdot\mathbf s_j\,\delta(\mathbf r_{ij})$ is left out of $H_{\rm ss}$: it is of rank 0 in spin and does not split a term. The singularity at $r_{12}=0$ does no harm. A rank-2 spin operator connects only triplet pairs, whose orbital functions vanish in proportion to $r_{12}$, so the integrand is integrable. Equation (\ref{ss}) is meant for antisymmetric states.

Equations (\ref{final}) and (\ref{ss}) were tested on all antisymmetric states of $d^2$ and $f^2$ against Gaussian integrals evaluated without a multipole expansion. The largest deviation is $2\times10^{-7}$ of the largest matrix element.

\section{What becomes term dependent}

To first order, and for a term that occurs once in the shell, rotational symmetry in spin and orbital space leaves
\begin{align}
H_{\rm so2}&\to A_2\,\mathbf L\cdot\mathbf S,\qquad H_{\rm ss}\to D\,Q,\notag\\
Q&=(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac13\mathbf L^2\mathbf S^2 .
\end{align}
The effective constant is $\zeta_{\rm eff}=\zeta+A_2/g$. The spin-spin interaction does not enter it: $Q$ is of rank 2 in spin, $\mathbf L\cdot\mathbf S$ of rank 1, and the trace of their product over the term vanishes. The full coefficient of $\mathbf L\cdot\mathbf S$ is $A=g\zeta+A_2=g\zeta_{\rm eff}$. A least-squares fit of $A$ to the levels with weights $2J+1$ is therefore unaffected by $D$, while a value read from one interval is in general affected when $S\ge1$. For doublets $Q=0$.

For triplets of $l^2$, $\mathbf v_{ij}\to\tfrac32\mathbf S$, and the two ordered pairs give a factor 2. Reducing $[u^Ku^k]^1$ in the coupled orbital state and dividing by $\langle L\|L\|L\rangle$ gives $A_2=\sum_ka_kM^k$ with
\begin{equation}
a_{K-1}=-3\sum_{k=K\pm1}c_k^2R_p\frac{\sqrt{(2k+1)(2K+1)}\,(2L+1)}{\sqrt{L(L+1)(2L+1)}}
\begin{Bmatrix}l&l&K\\l&l&k\\L&L&1\end{Bmatrix}.
\end{equation}
For the spin-spin part, $[s_1s_2]^2=\tfrac12[SS]^2$, because a single spin $\tfrac12$ has no rank-2 tensor, and $[SS]^2\cdot[LL]^2=Q$. Hence $D=\sum_kd_kM^k$ with
\begin{equation}
d_k=-\frac{4\sqrt{30}\,b_kc_kc_{k+2}(2L+1)}{\sqrt{L(L+1)(2L+1)(2L-1)(2L+3)/6}}
\begin{Bmatrix}l&l&k\\l&l&k+2\\L&L&2\end{Bmatrix}.
\end{equation}

For $f^2$ the spin-orbit coefficients are
\begin{align}
A_2({}^3H)&=-\tfrac{16}{5}M^0+\tfrac{92}{165}M^2+\tfrac{104}{363}M^4,\notag\\
A_2({}^3F)&=-5M^0-\tfrac13M^2+\tfrac{10}{33}M^4,\notag\\
A_2({}^3P)&=-6M^0-12M^2-\tfrac{150}{11}M^4 .
\end{align}
The spherical case contributes $-3M^0$ to each line; the rest is the non-spherical interaction.

\section{The triplets of Ce$^{2+}$ $4f^2$}

The $4f$ function is taken from a nonrelativistic configuration-average Hartree--Fock calculation. It gives $M^0=1.634$, $M^2=0.905$ and $M^4=0.612$ cm$^{-1}$. The one-electron constant, from the nucleus and the direct field of the core, is $\zeta=766.1$ cm$^{-1}$. A larger radial basis lowers $\zeta$, and with it every effective constant quoted below, by about 0.14 cm$^{-1}$; the $M^k$ change by at most 0.0003 cm$^{-1}$, so the shifts keep the digits shown. For $^3P$,
\begin{equation}
A_2=-9.8-10.9-8.3=-29.0\ {\rm cm}^{-1},
\end{equation}
and division by $g=\tfrac12$ gives a shift of $-58.0$ cm$^{-1}$. The corresponding shifts are $-9.1$ cm$^{-1}$ for $^3H$ and $-16.6$ cm$^{-1}$ for $^3F$. The effective constants are thus 757.0 ($^3H$), 749.5 ($^3F$) and 708.0 cm$^{-1}$ ($^3P$). Relative to $\zeta$ the reductions are 1.2, 2.2 and 7.6 per cent. In $^3P$ all three contributions have the same sign, while in $^3H$ the $M^2$ and $M^4$ terms oppose the $M^0$ term.

The spin-spin effect appears in single intervals. Let $X_J=\tfrac12[J(J+1)-L(L+1)-2]$ be the value of $\mathbf L\cdot\mathbf S$. Then $X_J-X_{J-1}=J$ and $X_J+X_{J-1}=J^2-L(L+1)-2$, so that
\begin{equation}
\frac{2(E_J-E_{J-1})}{J}=\zeta_{\rm eff}+2D\big[J^2-L(L+1)-\tfrac32\big].
\end{equation}
For $^3P$, $D=-11.61$ cm$^{-1}$. The interval 1--2 gives $708.0+D=696.4$ cm$^{-1}$, and 0--1 gives $708.0-5D=766.1$ cm$^{-1}$. The latter equals the bare $\zeta$. This does not depend on the radial function: the coefficients for $^3P$ are $d_0=-\tfrac{12}5$, $d_2=-\tfrac{24}5$, $d_4=-\tfrac{60}{11}$, so $2a_k=5d_k$ for each $k$, and the two interactions cancel in that interval. For $^3H$, with $D=-0.15$ cm$^{-1}$, the two intervals give 758.9 and 755.6 cm$^{-1}$.

These numbers isolate the first-order intra-shell effect; they do not predict the spectrum. Exchange with the core, relativistic change of the orbital and correlation are left out of $\zeta$. Mixing of terms by $\zeta\Lambda$ is also omitted. Its size is $\zeta^2/\Delta E$ times a squared angular factor, which can be large. The level $^3P_0$ mixes only with $^1S_0$, with squared matrix element $12\zeta^2$. For an illustrative separation $\Delta E=3\times10^4$ cm$^{-1}$, close to what Hartree--Fock Slater integrals give, second-order perturbation theory lowers $^3P_0$ by about 235 cm$^{-1}$. The observed separation in Ce$^{2+}$ is smaller, about $1.7\times10^4$ cm$^{-1}$, and the effect is correspondingly larger. The level $^3P_1$ has no partner in $f^2$ and stays in place, so the constant read from the interval 0--1 rises by about 470 cm$^{-1}$ in this second-order estimate (about 440 cm$^{-1}$ when $f^2$ is diagonalized in full with the Hartree--Fock Slater integrals), far more than the first-order $^3P$ shift of 58 cm$^{-1}$. An observed interval must therefore be corrected for this mixing before it is read as a value of $\zeta_{\rm eff}$.

\section{A second case: $d^3$}

For $n=3$ the $\Lambda$ part of (\ref{mono}) vanishes and the spherical shift is $-4M^0/g$. It is $-12M^0$ for $^4F$ and $^4P$ ($g=\tfrac13$), $-13.3M^0$ for $^2G$ ($g=0.3$) and $-20M^0$ for $^2H$ ($g=0.2$). Here the spherical interaction alone already gives different shifts to terms with different $g$, but it does not distinguish the two quartets. With the non-spherical part included, the shifts are
\begin{align}
{}^4F:&\ -16.29M^0-0.37M^2, & {}^4P:&\ -12.00M^0+22.29M^2,\notag\\
{}^2H:&\ -26.29M^0+5.35M^2, & {}^2G:&\ -16.29M^0+6.67M^2 .
\end{align}
The two quartets share $g$ and still differ, so both mechanisms act in this shell. As $g\to0$ the quotient $A_2/g$ loses its meaning, although $A_2$ stays finite. In such a term the splitting should be described by $A_2$ and $D$ themselves, together with the second-order effect of $\zeta\Lambda$. The numerical output below lists $g$ and the shift coefficients for these four terms, and the coefficients and levels for the triplets of $f^2$.

\section*{Computed values}
\begin{verbatim}
fine-structure constant alpha = 0.007297353 (no unit)
l=2 n=2 so: largest relative error of Marvin form = 3.7e-08
l=2 n=2 ss: largest relative error of Marvin form = 4.0e-08
l=3 n=2 so: largest relative error of Marvin form = 6.5e-08
l=3 n=2 ss: largest relative error of Marvin form = 1.9e-07
f^2 triplets: A2 = sum a_k M^k, D = sum d_k M^k (no unit)
3H a_0, a_2, a_4 = -16/5, 92/165, 104/363
3H d_0, d_2, d_4 = 4/45, -136/495, -1060/14157
3F a_0, a_2, a_4 = -5, -1/3, 10/33
3F d_0, d_2, d_4 = -4/45, 32/45, -160/99
3P a_0, a_2, a_4 = -6, -12, -150/11
3P d_0, d_2, d_4 = -12/5, -24/5, -60/11
d^3: zeta_eff - zeta = b_0 M^0 + b_2 M^2 (no unit)
4F: g = 0.333333, b_0 = -16.285714, b_2 = -0.367347
4P: g = 0.333333, b_0 = -12.000000, b_2 = 22.285714
2H: g = 0.200000, b_0 = -26.285714, b_2 = 5.346939
2G: g = 0.300000, b_0 = -16.285714, b_2 = 6.673469
Ce2+ 4f^2, nonrelativistic configuration-average HF
total energy = -8566.3722 hartree
virial ratio E/T = -1.0000022 (no unit)
4f orbital energy = -0.86914 hartree
4f mean radius = 1.06548 bohr
zeta (nucleus + direct core field) = 766.077 cm^-1
M^0, M^2, M^4 = 1.63377, 0.90541, 0.61231 cm^-1
common k=0 shift of zeta in f^2 triplets, -6 M^0 = -9.803 cm^-1
3H: A2 = -4.5478, A = 378.4907, D = -0.14938 cm^-1
3H: zeta_eff = 756.981, zeta_eff - zeta = -9.096 cm^-1
3H levels: J=4: -2272.886, J=5: -375.578, J=6: 1891.333 cm^-1
3H zeta from single intervals: 4-5: 758.923, 5-6: 755.637 cm^-1
3F: A2 = -8.2851, A = 374.7534, D = -0.49097 cm^-1
3F: zeta_eff = 749.507, zeta_eff - zeta = -16.570 cm^-1
3F levels: J=2: -1501.959, J=3: -371.071, J=4: 1123.033 cm^-1
3F zeta from single intervals: 2-3: 753.926, 3-4: 747.052 cm^-1
3P: A2 = -29.0173, A = 354.0212, D = -11.60693 cm^-1
3P: zeta_eff = 708.042, zeta_eff - zeta = -58.035 cm^-1
3P levels: J=0: -727.387, J=1: -344.349, J=2: 352.087 cm^-1
3P zeta from single intervals: 0-1: 766.077, 1-2: 696.435 cm^-1
\end{verbatim}
